\section*{Conserving oxygen in logarithmic size bins for precipitate growth and dissolution}

\section{A small set of numbers that keeps the balance}

A model of oxygen precipitation follows clusters of up to 1200 atoms through nucleation, growth and partial dissolution. Keeping every size requires 1200 unknowns and leaves $8.367\,C_0$ of free oxygen, where $C_0$ is a concentration unit. Grouping the larger sizes into bins reduces the unknowns to 114 and gives $8.366\,C_0$. If, however, the same bins carry a cluster count alone, an intermediate state creates oxygen at 20\% of the rate at which free oxygen is changing. What does the count lack? Three cluster sizes are enough to find out.

\section{One bin by hand}

Let $f_n$ be the concentration of clusters containing $n$ oxygen atoms, and let $J_n$ be the net rate, per volume, at which size $n$ becomes $n+1$. Put sizes 5, 6 and 7 in one bin. Each size gains from below and loses upwards:
\begin{equation}
\dot f_5=J_4-J_5,\quad \dot f_6=J_5-J_6,\quad \dot f_7=J_6-J_7 .
\end{equation}
The count is $N=f_5+f_6+f_7$. About the centre, 6, the first moment is $M=-f_5+f_7$. Therefore
\begin{align}
\dot N&=J_4-J_7,\\
\dot M&=-(J_4-J_5)+(J_6-J_7)=-J_4+J_5+J_6-J_7 .
\end{align}
The bin holds $5f_5+6f_6+7f_7=6N+M$ atoms. Steps inside the bin leave $N$ alone but change $M$, and this is where their oxygen is recorded.

Suppose that clusters only grow, with $J_n=vf_n$, that none enter from below, and that the densities are $(3,2,1)$ in some unit. Then $N=6$, $M=-2$, $\dot N=-v$ and $\dot M=3v+2v-v=4v$. The bin's oxygen changes by $6(-v)+4v=-2v$. Clusters leaving at rate $v$ arrive at size 8 and carry $8v$. Together the clusters gain $6v$, which equals the $3v+2v+v$ atoms taken from solution.

Now keep $N=6$ alone and spread it evenly as $(2,2,2)$. The three fluxes are each $2v$, so solution loses $6v$. The bin is credited with $6(-2v)=-12v$ and size 8 with $8(2v)=16v$, a gain of $4v$. The missing $2v$ is $\dot M=2v+2v-2v$, which was discarded.

With both numbers, the simplest density is a straight line. Here $\sum(n-6)^2=2$, so
\begin{equation}
f_n=\frac N3+\frac M2(n-6).
\end{equation}
For $N=6$ and $M=-2$ this returns $(3,2,1)$. For the steep density $(4,0,0)$ one has $N=4$ and $M=-4$, and the line gives $(10/3,4/3,-2/3)$. Both moments are right, but one density is negative. Conservation therefore does not ensure a good distribution: bins must be narrow where the density is steep.

\section{Growth and dissolution rates}

Single oxygen atoms diffuse with diffusivity $D$; clusters are immobile compact spheres. An atom has effective radius $r_1$, so a cluster has radius $r_1n^{1/3}$ and contact occurs at $R=r_1(1+n^{1/3})$. Around an absorbing sphere the steady concentration is $c(1-R/r)$. Its inward flux density is $DcR/r^2$, and multiplication by $4\pi r^2$ gives the capture rate $4\pi DRc$.

Measure concentrations in $C_0$ and time in
\begin{equation}
\tau=\frac1{4\pi Dr_1C_0}.
\end{equation}
The capture rate per cluster is then $k_nc$, with
\begin{equation}
k_n=1+n^{1/3}.
\end{equation}
This also covers two free atoms. Their relative diffusivity is $2D$ and their contact distance $2r_1$, while identical pairs contribute $c^2/2$. The rate $4\pi(2D)(2r_1)c^2/2=4\pi D(2r_1)c^2$ corresponds to $k_1=2$.

Emission follows from detailed balance. Let $c_s$ be the solubility at a flat interface and $\gamma n^{2/3}$ the surface energy in units of $k_BT$. At fixed $c$, the distribution with no net flux is
\begin{equation}
Q_n=c\left(\frac c{c_s}\right)^{n-1}
\exp[-\gamma(n^{2/3}-1)],\qquad Q_1=c .
\end{equation}
Let $\alpha_n$ be the rate at which a cluster of size $n$ emits one atom. Zero flux requires $k_ncQ_n=\alpha_{n+1}Q_{n+1}$, hence
\begin{equation}
\alpha_{n+1}=k_nc\frac{Q_n}{Q_{n+1}}
=k_nc_s\exp\{\gamma[(n+1)^{2/3}-n^{2/3}]\}.
\end{equation}
The free concentration cancels, as it must for spontaneous emission. For large $n$ the exponent tends to zero, and capture balances emission at $c=c_s$.

For $c>c_s$, treating $n$ as continuous gives
\begin{equation}
\frac{d\ln Q_n}{dn}=\ln\frac c{c_s}-\frac{2\gamma}{3n^{1/3}} .
\end{equation}
This vanishes at the critical size
\begin{equation}
n^*=\left[\frac{2\gamma}{3\ln(c/c_s)}\right]^3 .
\label{critical}
\end{equation}
The second derivative, $(2\gamma/9)n^{-4/3}$, is positive, so $Q_n$ has a minimum there. Smaller clusters tend to dissolve and larger ones to grow. For $c\le c_s$ there is no finite critical size.

In silicon, precipitation also involves strain and self-interstitials. Both are omitted here, as are shape changes, spatial gradients, interface reaction barriers and any mobility of oxygen dimers. The surface term $\gamma n^{2/3}$ is also only a crude description of clusters of a few atoms, on which the nucleation rate depends. Interstitials that build up would alter emission and need a balance equation of their own.

\section{The equations for every size}

With $f_1=c$, the net fluxes and size equations are
\begin{align}
J_n&=k_ncf_n-\alpha_{n+1}f_{n+1},\label{flux}\\
\dot f_n&=J_{n-1}-J_n\quad(n\ge2),\\
\dot c&=-2J_1-\sum_{n\ge2}J_n .
\end{align}
Forming a dimer uses two free atoms and every later step one. At the largest size $L$ we set $J_L=0$. In $\sum_{n\ge2}n(J_{n-1}-J_n)$, the flux $J_1$ appears with coefficient 2, and each later flux with $(n+1)-n=1$. The sum is $-\dot c$, so total oxygen is constant. The closed end is harmless only while it remains almost empty.

\section{A bin of any width}

Let a bin run from $a$ to $b$, with width $w=b-a+1$, centre $m=(a+b)/2$ and
\begin{equation}
N=\sum_{n=a}^bf_n,\qquad M=\sum_{n=a}^b(n-m)f_n .
\end{equation}
The count telescopes:
\begin{equation}
\dot N=J_{a-1}-J_b .
\end{equation}
For the moment, shift the index in the gain term:
\begin{align}
\dot M&=\sum_{n=a}^b(n-m)(J_{n-1}-J_n)\nonumber\\
&=\sum_{n=a-1}^{b-1}(n+1-m)J_n-\sum_{n=a}^b(n-m)J_n .
\end{align}
An interior flux, $a\le n\le b-1$, has coefficient $(n+1-m)-(n-m)=1$. The entry flux has $a-m=-(w-1)/2$, and the exit flux $-(b-m)=-(w-1)/2$. Thus
\begin{equation}
\dot M=-\frac{w-1}{2}(J_{a-1}+J_b)+I,\qquad
I=\sum_{n=a}^{b-1}J_n .
\label{moment}
\end{equation}
So far nothing has been approximated. Closure comes from the straight line
\begin{equation}
f_n=\frac Nw+\frac Ms(n-m),\qquad s=\sum_{n=a}^b(n-m)^2 .
\label{line}
\end{equation}
Since $\sum(n-m)=0$, this line has count $N$ and moment $M$. Writing $n=a+i$,
\begin{align}
s&=\sum_{i=0}^{w-1}i^2-w\left(\frac{w-1}{2}\right)^2\nonumber\\
&=\frac{w(w-1)(2w-1)}6-\frac{w(w-1)^2}4
=\frac{w(w^2-1)}{12}.
\end{align}
A single-size bin has no $M$, and its density is $N$. A two-size bin is also free of closure error, because two moments determine two densities. The approximation starts at width three.

The edge densities follow from $(w-1)/(2s)=6/[w(w+1)]$:
\begin{equation}
f_a=\frac Nw-\frac{6M}{w(w+1)},\qquad
f_b=\frac Nw+\frac{6M}{w(w+1)} .
\end{equation}
At a boundary, growth uses $f_b$ from the lower bin and dissolution uses $f_{b+1}$ from the upper bin. Each process thus takes clusters from the side where they are.

Putting (\ref{line}) into $I$ gives
\begin{equation}
I=c\left(K_0\frac Nw+K_1\frac Ms\right)
-\left(A_0\frac Nw+A_1\frac Ms\right),
\end{equation}
where
\begin{align}
K_0&=\sum_{n=a}^{b-1}k_n,& K_1&=\sum_{n=a}^{b-1}(n-m)k_n,\\
A_0&=\sum_{n=a+1}^{b}\alpha_n,& A_1&=\sum_{n=a+1}^{b}(n-m)\alpha_n .
\end{align}
The limits differ because growth inside the bin cannot start from $b$, and dissolution inside it cannot start from $a$. These sums are made once for each temperature. A test gave the bins random values of $N$ and $M$, spread them over the sizes by (\ref{line}), and compared the bin equations with moments of the directly evaluated size equations; they differed by $4\times10^{-16}$ of the largest rate.

\section{Why the oxygen sum closes}

The oxygen in one bin is $mN+M$. Its rate of change is
\begin{align}
m\dot N+\dot M
&=\left(m-\frac{w-1}{2}\right)J_{a-1}
-\left(m+\frac{w-1}{2}\right)J_b+I\nonumber\\
&=aJ_{a-1}-bJ_b+I .
\end{align}
Add all bins. The next bin starts at $b+1$, so each shared boundary flux has coefficient $(b+1)-b=1$. The first bin starts at 2 and contributes $2J_1$. Free oxygen must therefore obey
\begin{equation}
\dot c=-2J_1-\sum_{\rm boundaries}J_b-\sum_{\rm bins}I ,
\end{equation}
where the first sum covers boundaries between bins. This is the size-by-size equation with its fluxes grouped, and
\begin{equation}
X=c+\sum_{\rm bins}(mN+M)
\label{invariant}
\end{equation}
is constant for any bin widths. Conservation does not depend on the line being accurate. If $M$ is dropped, the recorded total changes at the rate $-\sum\dot M$, evaluated for flat densities. For the state after $2\tau$ of the first anneal below, this is $+0.197$ of the magnitude of $\dot c$; at later states, where $\dot c$ is small, the ratio exceeds one. Oxygen is created here, whereas it was lost in the hand example, so the sign depends on the bin layout and the distribution. A count alone can be forced to conserve by taking $\dot c$ from the recorded cluster oxygen, but flat bins then remain inaccurate: the anneal below ends with $7.19\,C_0$ of free oxygen instead of 8.37 and $0.025\,C_0$ of precipitates instead of 0.037.

\section{The algorithm}

Keep sizes 2 to $h$ singly. Above $h$, give a bin starting at $a$ the width $(\rho-1)a$, rounded down but at least one. Successive lower edges then grow by a factor near $\rho$, and reaching $L$ takes about $\ln(L/h)/\ln\rho$ bins. At each evaluation:
\begin{enumerate}
\item find the edge densities, boundary fluxes and interior sums from $c$, $N$ and $M$;
\item apply the equations for $\dot N$, $\dot M$ and $\dot c$ using these same fluxes;
\item advance all unknowns together with an implicit method, since capture and emission are much faster than the net change of the distribution.
\end{enumerate}
When the temperature changes, recompute the rate sums and continue from the same moments.

For the implicit step, collect the moments in $y$ and all unknowns in $z=(c,y)$. The fluxes form a vector $cUy-By+k_1c^2e$, in which $U$ contains capture, $B$ emission, and $e$ selects dimer formation. A constant matrix $T$ turns fluxes into rates. Then
\begin{align}
\dot z=F(z)&=T(cUy-By+k_1c^2e),\\
\frac{\partial F}{\partial y}&=T(cU-B),\qquad
\frac{\partial F}{\partial c}=T(Uy+2k_1ce).
\end{align}
Let the row $q$ contain the oxygen weights in (\ref{invariant}), so $X=qz$. Conservation means $qT=0$, hence $qF=0$ and $qF'=0$, where $F'$ is the full Jacobian.

A backward-differentiation step solves $z-\eta F(z)=g$. Here $\eta$ is proportional to the step, and $g$ combines earlier states with coefficients that sum to one, so $qg=X$. A Newton correction $\delta$ obeys
\begin{equation}
(I_d-\eta F')\delta=g-z+\eta F(z),
\end{equation}
with $I_d$ the identity matrix. Multiplication by $q$ gives $q\delta=X-qz$, or $q(z+\delta)=X$. In exact arithmetic each correction restores the total, even before the iteration has converged. The observed drift is about $10^{-15}$ of the total. Such a drift says nothing about the error in the size distribution, which needs its own check.

\section{Where binning may begin}

Nucleation places a severe demand on the bins. Hold $c$ fixed, remove clusters when they reach size $P+1$, and seek a steady flux $J$. Put $u_n=f_n/Q_n$. Detailed balance turns (\ref{flux}) into
\begin{equation}
J=k_ncQ_n(u_n-u_{n+1}).
\end{equation}
Divide by $k_ncQ_n$ and sum from 1 to $P$. The right side telescopes to $u_1-u_{P+1}=1-0$, so
\begin{equation}
J=\left[\sum_{n=1}^P\frac1{k_ncQ_n}\right]^{-1}.
\end{equation}
The sum is a series resistance, dominated by sizes near the minimum of $Q_n$.

Take $c=15$, $c_s=1$, $\gamma=8.5$ and $P=200$. Equation (\ref{critical}) gives $n^*=[17/(3\ln15)]^3=9.16$, and the resistance sum gives $J=0.1175\,C_0/\tau$. With sizes to 40 kept singly and $\rho=2$ above, the binned rate differs by $10^{-12}$ of this value. If the bins instead begin at size 3, as 3--5, 6--11 and so on, the rate is 78\% too low. Most of this comes from the lowest bin: grouping only sizes 3--5 lowers the rate by 76\%, grouping only 6--11 by 15\%, and grouping only 8--10 by about 0.1\%.

The curvature of $\ln Q_n$ supplies a guide. Near $n^*$, $Q_n$ rises by a factor of about $e^{1/2}$ over a distance
\begin{equation}
\ell=\left(\frac{2\gamma}{9}\right)^{-1/2}(n^*)^{2/3}.
\end{equation}
Here $\ell\approx3.2$ atoms, narrower than the six-size bin covering $n^*$. This length describes only the neighbourhood of the minimum. Below $n^*$ the density can fall so steeply from one size to the next that even a three-size bin, narrower than $\ell$, spoils the rate. Where random passage over the minimum sets the number of precipitates, the safe choice is to keep every size singly from the dimer to well beyond $n^*$. After nucleation has ended, $n^*$ may move up into the binned sizes, but the smallest clusters should still be kept singly: while the solution is supersaturated, coarse bins there can produce a false nucleation rate far larger than the true one, or of the wrong sign. With $P=400$, the bins 3--5, 6--11 and so on give $7\times10^{-5}$ instead of $3\times10^{-12}\,C_0/\tau$ at $c=5$, and a negative rate at $c=3.16$.

\section{Nucleation followed by dissolution}

The worked anneal uses round model parameters, not silicon data. Total oxygen is $20\,C_0$, all free at the start. The first stage has $c_s=1$ and $\gamma=8.5$. The second, hotter stage has $c_s=4$ and $\gamma=6.5$. In each, $\tau$ contains that stage's diffusivity, and time restarts from zero. Clusters above 40 atoms are called precipitates. With every size kept, the results are:

\begin{center}
\begin{tabular}{ccccc}
stage & $t/\tau$ & free$/C_0$ & precipitates$/C_0$ & mean size\\
1 & 2 & 12.39 & 0.0498 & 62.9\\
1 & 4 & 8.32 & 0.0911 & 112.8\\
1 & 10 & 3.16 & 0.0915 & 182.0\\
2 & 1 & 5.63 & 0.0860 & 161.5\\
2 & 5 & 8.82 & 0.0642 & 157.2\\
2 & 20 & 8.37 & 0.0374 & 286.7
\end{tabular}
\end{center}

From $4\tau$ to $10\tau$ in the first stage, the precipitate count hardly changes while the mean size rises: oxygen is being added to existing precipitates. At the end they hold $0.0915\times182.0=16.7\,C_0$. Adding $3.16\,C_0$ of free oxygen gives $19.8\,C_0$; the remaining $0.2\,C_0$ is in clusters of at most 40 atoms.

At the start of the second stage $c=3.16$ is below $c_s=4$, so precipitates of all sizes shrink on average. Free oxygen then rises past $c_s$, and a finite critical size appears. Between $5\tau$ and $20\tau$ the count falls by 42\%, yet the oxygen in precipitates increases from $0.0642\times157.2=10.1\,C_0$ to $0.0374\times286.7=10.7\,C_0$. Small precipitates disappear while larger ones grow: this is ripening. The final critical size is
\begin{equation}
n^*=\left[\frac{13}{3\ln(8.367/4)}\right]^3\approx202,
\end{equation}
below the mean size of 287.

Bins with $\rho=1.1$ give a final count of $0.0374\,C_0$ and a mean size of 286.9. To compare ratios, take the larger of two errors over the six times: that of free oxygen relative to total oxygen, and that of the precipitate count relative to its largest value. For $\rho=1.6$, 1.3 and 1.1 the result is $1.8\times10^{-2}$, $3.2\times10^{-3}$ and $2.0\times10^{-4}$, with 56, 68 and 114 unknowns. Reducing $\rho-1$ from 0.3 to 0.1 lowers the error sixteenfold. Three ratios do not establish an order of convergence.

The distribution is a stricter measure than its totals. For $\rho=1.1$, the summed absolute density error above size 40 is finally 0.6\% of the precipitate count. Negative densities amount to $2\times10^{-4}$ of that count; for $\rho=1.3$ and 1.6 they reach about 1.5\% and 7\%. They do not spoil this calculation, but they should be monitored. Setting them to zero without adjusting the other densities would alter the bin moments and upset the oxygen balance.

\section{Precipitates of several hundred thousand atoms}

Raising $\gamma$ to 12, with $c_s=1$ and the same total oxygen, makes nucleation rarer and precipitates larger. The size range now extends to four million atoms. With $h=40$ and $\rho=1.1$, the estimate is $\ln(10^5)/\ln1.1\approx121$ bins above size 40. Two unknowns for each, 39 single sizes and free oxygen make about 282; the actual number is 284.

After $300\tau$ there are $2.871\times10^{-5}\,C_0$ of precipitates, and after $3000\tau$ there are $2.878\times10^{-5}\,C_0$. Nucleation has almost ended by $300\tau$, although $15.9\,C_0$ of oxygen is still free. The leading factor in the nucleation rate explains this. It is $cQ_{n^*}$, and at fixed size $Q_n\propto c^n$. The shift of $n^*$ does not enter to first order, because $Q_n$ is stationary there, so
\begin{equation}
\frac{d\ln J}{d\ln c}\approx n^*+1 .
\end{equation}
At $c=20$, $n^*=(8/\ln20)^3\approx19$. A fall from 20 to 15.9 thus multiplies the rate by about $(15.9/20)^{20}\approx0.01$. This estimate keeps the exponent fixed, although $n^*$ rises to about 24 at $c=15.9$, and it neglects the widening of the minimum. Both effects make the reduction stronger; the rise of $n^*$ alone brings the factor to about 0.006. In the anneal itself, small clusters first take up some oxygen and lower $c$ to about 19.3. From there to 15.9 the rate still falls to about one hundredth.

At $3000\tau$ the mean size is $6.56\times10^5$ atoms and the free concentration is $1.124\,C_0$. The concentration in balance with a precipitate of mean size follows from (\ref{critical}):
\begin{equation}
c=c_s\exp\left(\frac{2\gamma}{3n^{1/3}}\right)
=\exp\left(\frac8{86.9}\right)\approx1.096 .
\end{equation}
The solution is therefore close to balance but still slightly supersaturated for this size.

No calculation with every size kept checks this larger case. Changing $\rho$ from 1.2 to 1.1 alters the final precipitate count by $10^{-5}$ of its value. This supports the count, but does not test the shape of the distribution or the physical assumptions.

For the chosen values $D=10^{-12}\,{\rm cm^2/s}$, $r_1=2\times10^{-8}\,{\rm cm}$ and $C_0=5\times10^{16}\,{\rm cm^{-3}}$, $\tau$ is 79.6 s and the precipitate density is $1.44\times10^{12}\,{\rm cm^{-3}}$. These conversions set a scale for the model and do not predict the behaviour of a particular wafer. The numerical output below gives the remaining digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
bin-equation projection error 3.6e-16 (relative)
nucleation test: free oxygen 15.0 C0, n* 9.16 atoms
nucleation rate 0.11749 C0/tau
rate error, sizes to 40 kept singly 1.1e-12
rate error, bins across n* 0.784
total oxygen 20.0 C0; largest size 1200 atoms
unknowns with every size kept 1200
ratio 1.6: unknowns 56, max error 1.8e-02, oxygen drift 2e-15
ratio 1.3: unknowns 68, max error 3.2e-03, oxygen drift 1e-15
ratio 1.1: unknowns 114, max error 2.0e-04, oxygen drift 1e-15
stage, time/tau: free/C0, precipitates/C0, mean size/atoms
1,    2 all sizes: 12.3872, 0.04975, 62.91
1,    2 ratio 1.1: 12.3872, 0.04975, 62.91
1,    4 all sizes: 8.3212, 0.09106, 112.76
1,    4 ratio 1.1: 8.3212, 0.09106, 112.76
1,   10 all sizes: 3.1559, 0.09148, 182.01
1,   10 ratio 1.1: 3.1559, 0.09148, 182.01
2,    1 all sizes: 5.6292, 0.08601, 161.54
2,    1 ratio 1.1: 5.6292, 0.08601, 161.54
2,    5 all sizes: 8.8175, 0.06415, 157.24
2,    5 ratio 1.1: 8.8175, 0.06414, 157.26
2,   20 all sizes: 8.3674, 0.03742, 286.68
2,   20 ratio 1.1: 8.3662, 0.03740, 286.86
final critical size 202.4 atoms
final distribution error, ratio 1.1: 5.79e-03 (relative)
final negative density, ratio 1.1: 1.8e-04 (relative)
one-moment oxygen leak / free-oxygen rate 0.1972
large case: gamma 12.0, largest size 4000000 atoms
large case ratio 1.2: unknowns 168, oxygen drift 1e-15
large case ratio 1.1: unknowns 284, oxygen drift 1e-15
time/tau: free/C0, precipitates/C0, mean size/atoms
100: 18.9663, 1.8995e-05, 1.8583e+04
300: 15.8751, 2.8712e-05, 1.2731e+05
1000: 4.8633, 2.8778e-05, 5.2452e+05
3000: 1.1237, 2.8778e-05, 6.5585e+05
number change between ratios 9.7e-06 (relative)
chosen D 1e-12 cm^2/s, r1 2e-08 cm
chosen C0 5e+16 cm^-3; tau 79.58 s
large-case density 1.439e+12 cm^-3
\end{verbatim}
